Capillary Damping of Ion-Beam Ripples on Thick and Thin Viscous Films

**1. Definitions and conventions**

An ion beam can turn the top few nanometres of a solid into an amorphous layer that flows like a very viscous liquid. Surface tension then tends to flatten ripples. How fast it does so depends on whether the flowing layer is thick or thin compared with the ripple wavelength.

The coordinate x runs along the surface, across the ripple crests, and z points upward from the rigid support at z = 0. Nothing varies along the crests. The film fills 0 < z < h, with

h(x,t) = d + ε(t) cos kx.

Here d is the mean thickness, ε the ripple amplitude and k = 2π/λ the wavenumber for wavelength λ. The velocity components are u along x and w along z, and p is the pressure above its value in the flat film. The film has uniform viscosity η, constant density and surface tension γ. The decay rate r is defined by dε/dt = −rε, so positive r means damping. We write

Q = kd,  S = sinh Q,  C = cosh Q.

The ripple is weak: ε ≪ d and kε ≪ 1. Only terms of first order in ε are kept. Inertia and gravity are dropped, and their sizes are estimated in part 9.

**2. The flow inside the film**

Slow flow of an incompressible Newtonian liquid obeys the Stokes equations and continuity (subscripts x and z on u, w, p and h denote derivatives):

η(u_xx + u_zz) = p_x
η(w_xx + w_zz) = p_z
u_x + w_z = 0.

Since the surface is displaced as cos kx, set w = W(z) cos kx and p = P(z) cos kx. Continuity gives u_x = −W′ cos kx, hence

u = −(W′/k) sin kx.

The x equation becomes η(kW′ − W‴/k) = −kP, or

P = (η/k²)(W‴ − k²W′).

The z equation is η(W″ − k²W) = P′. Inserting P and multiplying by k²/η gives

W⁗ − 2k²W″ + k⁴W = 0.

With s = kz, the four solutions are cosh s, sinh s, s cosh s and s sinh s. The film adheres to the support, so w = 0 and u = 0 at z = 0, which means W(0) = W′(0) = 0. The first condition removes cosh s. The second makes the coefficient of sinh s the negative of that of s cosh s. Therefore

W = a(s cosh s − sinh s) + b s sinh s.

The derivatives with respect to s are

W_s = a s sinh s + b(sinh s + s cosh s)
W_ss = a(sinh s + s cosh s) + b(2 cosh s + s sinh s)
W_sss = a(2 cosh s + s sinh s) + b(3 sinh s + s cosh s).

Each z derivative brings a factor k, so P = ηk(W_sss − W_s). The terms containing s cancel:

P = 2ηk(a cosh s + b sinh s).

**3. Conditions at the free surface**

The surface energy per unit length along the crests is

E = γ∫√(1 + h_x²) dx ≈ γ∫(1 + h_x²/2) dx.

A small change δh alters it by γ∫h_x δh_x dx = −γ∫h_xx δh dx, after integration by parts over whole periods. Raising the surface therefore works against a pressure −γh_xx = γk²ε cos kx. This is positive under a crest, which is pushed down.

The flow is itself of order ε, so evaluating it at z = d instead of z = h changes it only at order ε². The normal force balance at z = d is

p − 2ηw_z = γk²ε cos kx.

The shear stress η(u_z + w_x) vanishes there. Since u_z + w_x = −(1/k)(W″ + k²W) sin kx, this means

W_ss + W = 0 at s = Q.

Finally, the surface moves with the liquid: ∂h/∂t = w − u h_x. The last term is of order ε², so dε/dt = W(d).

**4. The decay rate**

At s = Q the shear condition reads

a(S + QC) + b(2C + QS) + a(QC − S) + bQS = 0,

that is, aQC + b(C + QS) = 0. It is satisfied by

a = α(C + QS),  b = −αQC,

with α still unknown. The normal condition is P − 2ηkW_s = γk²ε. Its left side is

2ηk[aC + bS − aQS − b(S + QC)]
= 2ηk[a(C − QS) − bQC]
= 2ηkα[(C + QS)(C − QS) + Q²C²]
= 2ηkα[C² + Q²(C² − S²)]
= 2ηkα(C² + Q²).

Hence α = γkε/[2η(C² + Q²)]. The surface velocity is

W(d) = α[(C + QS)(QC − S) − Q²CS]
= α[QC² − SC + Q²SC − QS² − Q²SC]
= α(Q − SC).

Comparison with dε/dt = −rε gives

r = (γk/2η) (sinh Q cosh Q − Q)/(cosh²Q + Q²).

Since sinh Q cosh Q > Q for Q > 0, every wavelength is damped.

**5. The two power laws and their range**

*Thick film, Q ≫ 1.* Write SC = (e^(2Q) − e^(−2Q))/4 and C² = (e^(2Q) + 2 + e^(−2Q))/4. Dividing numerator and denominator by e^(2Q)/4 and keeping the first exponentially small terms gives

(SC − Q)/(C² + Q²) ≈ [1 − 4Q e^(−2Q)]/[1 + (2 + 4Q²)e^(−2Q)]
≈ 1 − (4Q² + 4Q + 2)e^(−2Q).

The leading rate is

r = γk/(2η).

The thickness has dropped out because the flow does not reach the support.

*Thin adherent film, Q ≪ 1.* Use SC = (1/2) sinh 2Q:

SC − Q = (2/3)Q³ + (2/15)Q⁵ + …
C² + Q² = 1 + 2Q² + …

The quotient is (2/3)Q³(1 + Q²/5)(1 − 2Q²) to this order, so

r = (γd³k⁴/3η)(1 − 9Q²/5 + …).

The factor Q³ = k³d³ turns the prefactor k into k⁴.

The powers are limits joined by a smooth crossover. The numerically computed local exponent d ln r/d ln k is 3.999 at Q = 0.02 and 1.000 at Q = 10, and it falls steadily between the limits. Relative to the full rate, the k⁴ law is 10% too high at Q = 0.236, or λ ≈ 27d. The k law is 10% too high at Q = 3.16, or λ ≈ 2d. Between these wavelengths the full formula is needed for better than 10% accuracy.

**6. Why the powers differ: an energy balance**

The mean excess surface energy per area is γ⟨h_x²⟩/2 = γk²ε²/4. It is lost at the rate γk²ε²r/2, which must equal the viscous dissipation. Let u = U(z) sin kx and G = U′ − kW, so that G sin kx is the shear rate. Averaging the local dissipation 2η(u_x² + w_z²) + η(u_z + w_x)² over x, with w_z = −u_x, gives per area

Φ = ∫(2ηk²U² + ηG²/2) dz.

The first term comes from stretching, the second from shear.

In a thick film let ζ be the depth below the surface and W₀ = −rε the surface velocity. The decaying solution without surface shear is W = W₀(1 + kζ)e^(−kζ). Since d/dz = −d/dζ, it gives

U = −W₀kζ e^(−kζ),  G = −2W₀k²ζ e^(−kζ).

Both terms in Φ equal 2ηW₀²k⁴ζ²e^(−2kζ). With ∫ζ²e^(−2kζ)dζ = 1/(4k³), the sum is Φ = ηkW₀² = ηk r²ε². Setting this equal to γk²ε²r/2 returns r = γk/(2η).

In a thin film, liquid must travel sideways from crest to trough through a narrow gap. The pressure is uniform across the thickness at leading order, so U is parabolic, with no slip below and no shear above:

U = (3F/d³)(dz − z²/2),  ∫U dz = F.

Volume conservation requires W₀ = −kF. Shear dominates, and U′ = 3F(d − z)/d³, so

Φ = (η/2)(9F²/d⁶)(d³/3) = 3ηF²/(2d³) = 3ηr²ε²/(2k²d³).

Equating this to γk²ε²r/2 returns r = γd³k⁴/(3η). Integration of the full flow gives a shear share of 0.984 at Q = 0.1 and 0.500 at Q = 10, in line with these two pictures.

**7. Why adhesion matters**

Suppose the lower face stays flat but carries no shear stress. The conditions at s = 0 are now W = 0 and W_ss = 0, which leave

W = a sinh s + b s cosh s.

The upper shear condition is aS + b(S + QC) = 0, solved by a = α(S + QC), b = −αS. This gives W(d) = αS². The pressure amplitude at the surface is now P = 2ηkbC, and W_s = aC + b(C + QS). The normal condition becomes

γk²ε = 2ηk[bC − aC − b(C + QS)]
= −2ηk(aC + bQS)
= −2ηkα(SC + QC² − QS²)
= −2ηkα(SC + Q).

Solving for α and using r = −W(d)/ε,

r = (γk/2η) sinh²Q/(sinh Q cosh Q + Q).

For small Q the quotient tends to Q²/(2Q) = Q/2, so r = γdk²/(4η). Thinness alone therefore does not produce k⁴; the grip of the support is needed too. For a thick film both cases give γk/(2η).

**8. The ion-beam layer and its stress**

The lower boundary of an ion-beam layer is set by the range of the ions and may follow the surface instead of staying flat. As long as the flat layer is at rest, this leaves the linear rate unchanged: moving a no-slip boundary by order ε, within a flow of order ε, changes the boundary velocity only at order ε². The argument fails if an oblique beam keeps the flat layer in steady shear flow u₀(z). A boundary displaced by g then imposes the velocity −u₀′(0)g, which is of first order. This makes the ripple travel. If the lower boundary is also offset sideways from the surface, it changes the growth rate, by an amount that can exceed the capillary rate for stresses of the size used in part 9. That case is not treated here.

A stress kept up by the beam does matter. Let the flat layer carry a uniform lateral stress σ_xx = T, positive for tension, with σ_zz = 0. On the tilted surface the normal is (−h_x, 1) to first order. The lateral force vanishes if

η(u_z + w_x) = T h_x = −Tkε sin kx.

In terms of W this is W_ss + W = Tε/η at s = Q. The equations are linear, so this drive can be treated separately, without the capillary pressure:

2[aQC + b(C + QS)] = Tε/η
a(C − QS) − bQC = 0.

The second equation gives a = βQC, b = β(C − QS). The first then gives 2β(Q²C² + C² − Q²S²) = 2β(C² + Q²) = Tε/η. The surface velocity is

W(d) = β[QC(QC − S) + (C − QS)QS] = βQ²(C² − S²) = βQ².

The contribution to the growth rate is therefore

W(d)/ε = TQ²/[2η(cosh²Q + Q²)].

Tension amplifies the ripple and compression damps it. In this linear model the term simply adds to −r. The formula holds for T uniform in depth and a flat layer without beam-driven shear. If the stress varies with depth, the size of the term depends on the profile and on whether the profile follows the surface.

**9. Worked example: amorphous silicon under argon ions**

Take rough values for silicon near room temperature under 1 keV argon ions: d = 3 nm, γ = 1.4 N/m, η = 1×10⁹ Pa s and λ = 50 nm. The viscosity is that of the irradiated layer at a flux of 10¹⁵ ions/(cm² s). Then k = 0.1257 nm⁻¹ and Q = 0.377.

The thin-film coefficient is

γd³/(3η) = 12.6 nm⁴/s,

so the k⁴ law predicts

r = 12.6 × (0.1257)⁴ s⁻¹ = 3.14×10⁻³ s⁻¹.

The full formula gives 2.50×10⁻³ s⁻¹, a decay time of about 400 s. The k⁴ law is thus 25% too high relative to the full rate, and the local exponent is 3.6. With a shear-free lower face and all else fixed, the rate would be 1.66×10⁻² s⁻¹.

For a film 200 nm thick, with γ, η and λ held fixed,

r ≈ γk/(2η) = 1.4 × 1.257×10⁸/(2×10⁹) s⁻¹ = 0.088 s⁻¹,

or a decay time of 11 s. This is 35 times faster than in the thin film. Doubling λ from 100 to 200 nm lowers the thin-film rate by a factor of 15, from 1.85×10⁻⁴ to 1.21×10⁻⁵ s⁻¹, but the thick-film rate only by a factor of 2.

*Comparison with a real layer.* The 200 nm film isolates the effect of geometry. Making such a layer would take much more energetic ions, and its viscosity need not be the same. Even for the 3 nm layer, η is known only roughly, and r varies as 1/η. Another strong assumption is that surface tension acts alone. By the rough estimates below, two other effects can be larger at 50 nm:

- *Sputtering.* For a yield of 1 atom per ion and 50 atoms/nm³, the surface recedes at V = 10/50 = 0.2 nm/s. If surface curvature changes this speed by a fraction of order (ion depth) × (curvature), an assumed ion depth of 2 nm gives the rate scale V × 2 nm × k² = 6.3×10⁻³ s⁻¹, up to a factor of order one away from grazing incidence. Its sign can depend on both the angle of incidence and the direction of the crests. Atoms that are displaced but not sputtered add a further k² term, which is not estimated here.
- *Beam stress.* An assumed stress of magnitude 0.5 GPa contributes 2.75×10⁻² s⁻¹, eleven times the capillary rate.

Coming down from long wavelengths, capillary damping overtakes the sputtering scale at about 25 nm and the stress term at about 17 nm. These are separate comparisons, not a comparison with the sum. The sputtering estimate also needs k times the ion depth to be small, so it should not be carried to much shorter wavelengths. At 50 nm, r is one term in the total ripple rate and cannot by itself predict whether a ripple grows.

*Depth-dependent viscosity.* If the lower half of the layer is twice as viscous, with the upper half unchanged, r falls to 0.60 of its value. In the thin limit the rate is proportional to ∫(d − z)²/η dz. The lower half supplies 7/8 of this integral for uniform η, so the factor is 1/8 + 7/16 = 0.56.

*Smaller effects.* Thermal surface diffusion also gives a k⁴ law. The chemical potential is −γΩh_xx, where Ω is the atomic volume. It drives a current equal to −Dν/(k_BT) times its gradient, where D is the surface diffusivity, ν the number of surface atoms per area, k_B Boltzmann's constant and, in this formula, T the temperature. The resulting coefficient is DγΩ²ν/(k_BT). With Ω = 0.02 nm³, ν = Ω^(−2/3) ≈ 13.6 nm⁻² and an assumed D = 10⁻³ cm²/s × exp[−1 eV/(k_BT)] at 300 K, it is 2.9×10⁻⁶ nm⁴/s, against 12.6 nm⁴/s for viscous flow. This smallness rests on the assumed barrier of 1 eV: with the same prefactor and temperature, a barrier of about 0.6 eV would make the two equal. Diffusion driven by the beam itself is not included.

In a Maxwell liquid of shear modulus G that is at rest apart from the ripple flow, elasticity lowers the effective 1/η by the fraction rη/G. For G = 40 GPa this is 6×10⁻⁵. This estimate keeps the support rigid. A crystalline silicon support, of shear modulus G_s near 65 GPa, also yields under the capillary pressure and lowers r by a fraction of order γk/G_s, about 2×10⁻³. Under sputtering, material is also carried up through the layer at speed V, which brings an elastic correction of order Vη/(Gd) ≈ 2×10⁻³. The assumed beam stress is about 1% of G, so corrections of that order are possible too. The ratio of inertia to viscous force, ρr/(ηk²), is 4×10⁻²⁵ for density ρ = 2300 kg/m³. The ratio of gravity to capillary pressure, ρg/(γk²), is 10⁻¹².

For an amplitude of 0.3 nm, the slope is 0.04 and ε/d is 0.1. On a flat support the thin-film mobility, proportional to h³, then varies by about ±30% between crest and trough. At second order this multiplies cos kx by sin kx in the flux and creates a ripple of wavenumber 2k. The linear result fails when such terms are no longer small. The numerical output lists the values used here.

Numbers as computed

```
largest residual of analytic fields: 4.8e-18
largest relative gap, formulas vs propagation: 2.0e-14
exponent, adherent film, kd=0.02: 3.9986
exponent, adherent film, kd=10: 1.0000
exponent, shear-free lower face, kd=0.02: 2.0000
thin-film correction coefficient of (kd)^2: 1.792
thick-film relative defect at kd=5: 0.00551
shear share of dissipation, kd=0.1: 0.9843
shear share of dissipation, kd=10: 0.5000
k^4 law 10% too high at kd = 0.236
k^1 law 10% too high at kd = 3.164
input layer thickness: 3.0 nm; thick film: 200 nm
input surface tension: 1.40 N/m
input viscosity: 1.0e+09 Pa s
input wavelength: 50 nm; k = 0.1257 1/nm
kd: 0.3770
decay rate, full formula: 2.5037e-03 1/s
decay time, full formula: 399.4 s
decay rate, k^4 law: 3.1420e-03 1/s
local exponent: 3.595
decay rate, shear-free lower face: 1.6574e-02 1/s
decay rate, thick film: 8.7965e-02 1/s
decay time, thick film: 11.37 s
thick/thin rate ratio: 35.13
wavelength nm | kd | full 1/s | k^4 law 1/s | thick film 1/s | k law 1/s
20 | 0.9425 | 4.767e-02 | 1.227e-01 | 2.199e-01 | 2.199e-01
50 | 0.3770 | 2.504e-03 | 3.142e-03 | 8.796e-02 | 8.796e-02
100 | 0.1885 | 1.846e-04 | 1.964e-04 | 4.398e-02 | 4.398e-02
200 | 0.0942 | 1.208e-05 | 1.227e-05 | 2.198e-02 | 2.199e-02
input ion flux: 1.0e+15 ions/(cm^2 s)
input sputter yield: 1.0; ion depth: 2.0 nm
input atom density: 50 1/nm^3
erosion speed: 0.200 nm/s
curvature-erosion rate scale: 6.317e-03 1/s
capillarity exceeds it below: 24.7 nm
input beam stress magnitude: 0.50 GPa
beam-stress rate magnitude: 2.752e-02 1/s
capillarity exceeds it below: 16.8 nm
rate factor if lower half is twice as viscous: 0.598
same factor in the thin limit: 0.5625
input temperature: 300 K; hop barrier: 1.0 eV
input diffusion prefactor: 1.0e-03 cm^2/s
k^4 coefficient, viscous film: 12.60 nm^4/s
k^4 coefficient, thermal diffusion: 2.91e-06 nm^4/s
input shear modulus: 40 GPa
elastic relaxation time / decay time: 6.3e-05
input mass density: 2300 kg/m^3
inertia / viscosity: 3.6e-25
gravity / capillarity: 1.0e-12
input ripple amplitude: 0.3 nm
amplitude/thickness: 0.100; slope: 0.0377
```
